# The Murphy–Good temperature factor for tunnelling into a dielectric

Consider electrons that move along a single line and meet a barrier. Their states are filled according to the Fermi function $f(E)=1/(1+e^{E/k_BT})$, with $E$ measured from the Fermi level. Near that level let the tunnelling probability grow with energy as $D=D_Fe^{cE}$, where $c>0$ is an inverse energy. In one dimension velocity and density of states cancel, so the current is proportional to $\int f D\,dE$. At zero temperature the integral is

$$
D_F\int_{-\infty}^{0}e^{cE}dE=\frac{D_F}{c}.
$$

Now choose the temperature at which $ck_BT=1/2$. With $z=E/k_BT$ the integral becomes

$$
D_Fk_BT\int_{-\infty}^{\infty}\frac{e^{z/2}}{1+e^{z}}\,dz
=D_Fk_BT\int_{-\infty}^{\infty}\frac{dz}{2\cosh(z/2)}=\pi D_Fk_BT .
$$

Dividing by $D_F/c$ gives $\pi ck_BT=\pi/2$: heating has raised the current by 57 per cent. The integrand is symmetric about the Fermi level. Below it, the current per unit energy falls because the barrier becomes less transparent; above it, because the states empty, and at this temperature the two rates are equal. At a higher temperature the upper tail is the longer one, and when $ck_BT=1$ the emptying of the states no longer outruns the growth of $D$.

The same competition governs leakage from a metal electrode into the conduction band of a dielectric, but there the electrons also move parallel to the interface. Let $x$ be the distance from the electrode and $\mathbf k$ the wavevector parallel to it. The interface is taken as smooth, so that $\mathbf k$ is conserved. The electrode is in equilibrium, the receiving states are empty, and traps and phonons are left out. With two spin states, the magnitude of the current density is

$$
J=\frac{2e}{(2\pi)^3}\int d^2k\int dk_x\,v_x f(E)D .
$$

At fixed $\mathbf k$ the velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$, hence $v_xdk_x=dE/\hbar$ and

$$
J=\frac{e}{4\pi^3\hbar}\int dE\,f(E)\int d^2k\,D(E,k).
$$

In the dielectric the electron has an isotropic, parabolic mass $m_d$ and the band edge lies at $V(x)$. Where the motion along $x$ is forbidden, the wave decays as $e^{-\int\kappa dx}$, and conservation of energy reads

$$
E=V-\frac{\hbar^2\kappa^2}{2m_d}+\frac{\hbar^2k^2}{2m_d}
\quad\Longrightarrow\quad
\kappa^2=\frac{2m_d}{\hbar^2}(V-W),\qquad W=E-\frac{\hbar^2k^2}{2m_d}.
$$

In the leading WKB approximation, with the factor in front of the exponential set to one,

$$
D(W)=e^{-G(W)},\qquad G(W)=2\int_{x_1}^{x_2}\kappa\,dx,
$$

where $\kappa=0$ at the turning points $x_1$ and $x_2$. The film must be thicker than $x_2$, so that the electron emerges into the conduction band. Thus $D$ depends on $E$ and $k$ through $W$ alone, and the mass that defines $W$ is that of the dielectric.

Put $E_\parallel=\hbar^2k^2/(2m_d)$. Then $d^2k=2\pi k\,dk=(2\pi m_d/\hbar^2)\,dE_\parallel$, and

$$
J=\frac{em_d}{2\pi^2\hbar^3}\int dE\,f(E)\int_0^\infty dE_\parallel\,D(E-E_\parallel).
$$

The infinite upper limit needs a reason, because the electrode does not offer every $k$. For a parabolic electrode band of mass $m_e$ with its bottom at $E_b$, the available states obey $\hbar^2k^2/(2m_e)\le E-E_b$, or $E_\parallel\le(m_e/m_d)(E-E_b)$. The inner integrand decays over an energy of about $1/c$, so the limit is harmless if the band is deep enough that $(m_e/m_d)(E-E_b)\gg1/c$ for the energies that matter. With the WKB prefactor set to one, the electrode mass then drops out. Matching the wavefunction at the interface brings it back through a prefactor of order unity, which changes the magnitude of the current but, for a deep band, has little effect on its temperature dependence.

At fixed $E$ the inner integral equals $\int_{-\infty}^{E}D(W)\,dW$. Exchanging the order of integration leaves, for each $W$, all energies $E>W$. Since

$$
f(E)=-k_BT\frac{d}{dE}\ln\!\left(1+e^{-E/k_BT}\right),
$$

the integral over $E$ is elementary:

$$
J=\frac{em_d}{2\pi^2\hbar^3}\int_{-\infty}^{\infty}dW\,D(W)\,S(W),\qquad
S(W)=k_BT\ln\!\left(1+e^{-W/k_BT}\right).
$$

Now replace $\ln D$ by its tangent at the Fermi level, $\ln D=\ln D_F+cW$, with $c=-dG/dW$ at $W=0$. This is an approximation to the logarithm, not to $D$ itself, which may change by a large factor over the energies concerned. Integrate by parts, using $dS/dW=-f(W)$:

$$
\int_{-\infty}^{\infty}e^{cW}S\,dW
=\left[\frac{e^{cW}}{c}S\right]_{-\infty}^{\infty}
+\frac1c\int_{-\infty}^{\infty}e^{cW}f(W)\,dW .
$$

At the lower end $S\to-W$, and $e^{cW}$ removes the boundary term because $c>0$. At the upper end $S\to k_BTe^{-W/k_BT}$, and the term vanishes if $c<1/k_BT$. With $p=ck_BT$ and $z=W/k_BT$ there remains

$$
\int_{-\infty}^{\infty}e^{cW}S\,dW=\frac{k_BT}{c}\,I(p),\qquad
I(p)=\int_{-\infty}^{\infty}\frac{e^{pz}}{1+e^z}\,dz,\qquad 0<p<1 .
$$

To find $I$, integrate $e^{pz}/(1+e^z)$ anticlockwise around a rectangle whose lower side is the real axis and whose upper side is the line $\operatorname{Im}z=2\pi$. On the distant vertical sides at $\operatorname{Re}z=\pm R$ the integrand is of order $e^{-(1-p)R}$ and $e^{-pR}$, so they contribute nothing as $R\to\infty$. On the upper side the denominator is unchanged, the numerator gains $e^{2\pi ip}$, and the direction is reversed. The one enclosed pole is at $z=i\pi$, where $1+e^z\simeq-(z-i\pi)$, so its residue is $-e^{i\pi p}$. Therefore

$$
(1-e^{2\pi ip})I=-2\pi i\,e^{i\pi p}
\quad\Longrightarrow\quad
I=\frac{-2\pi i}{e^{-i\pi p}-e^{i\pi p}}=\frac{\pi}{\sin\pi p}.
$$

Since $k_BT/c=p/c^2$, the current is

$$
J(T)=J(0)\,\Theta,\qquad
J(0)=\frac{em_dD_F}{2\pi^2\hbar^3c^2},\qquad
\Theta=\frac{\pi ck_BT}{\sin(\pi ck_BT)} .
$$

This is the Murphy–Good temperature factor. It coincides with the one-dimensional result: the parallel motion supplies one more factor $1/c$ at every temperature, and this cancels in the ratio. The condition $p<1$ makes the linearized integral converge. It does not by itself make the tangent accurate.

The slope $c$ follows from the barrier. Differentiating $G$ gives no terms from the moving turning points, because $\kappa$ vanishes there. Inside the integral $\partial\kappa/\partial W=-m_d/(\hbar^2\kappa)$, so

$$
c=\frac{2m_d}{\hbar^2}\int_{x_1}^{x_2}\frac{dx}{\kappa}.
$$

The integrand diverges at the ends only as an inverse square root and is integrable. A thick barrier with small $\kappa$ has a large $c$, and its leakage is therefore sensitive to temperature.

For a uniform field of magnitude $F$ and a band edge $\phi$ above the Fermi level, the attraction of the electron to its image in the metal must be added. The image lies at distance $2x$, so the force is $e^2/[16\pi\epsilon_0\epsilon_rx^2]$. Integrated from $x$ to infinity, it gives

$$
V(x)=\phi-eFx-\frac Bx,\qquad B=\frac{e^2}{16\pi\epsilon_0\epsilon_r}.
$$

Here $\epsilon_r$ is the relative permittivity that screens the image force. Let $a=\phi-W$. The zeros of $V-W$ are

$$
x_{1,2}=\frac{a\mp\sqrt{a^2-4eFB}}{2eF},\qquad
V-W=eF\,\frac{(x-x_1)(x_2-x)}{x}.
$$

Write $x=(x_1+x_2)/2-h\cos\theta$ with $h=(x_2-x_1)/2$ and $0\le\theta\le\pi$. Then $(x-x_1)(x_2-x)=h^2\sin^2\theta$ and $dx=h\sin\theta\,d\theta$. The factor $h\sin\theta$ multiplies the integrand of $G$ and cancels in that of $c$:

$$
G=\frac{2\sqrt{2m_deF}}{\hbar}\int_0^\pi\frac{h^2\sin^2\theta}{\sqrt x}\,d\theta,
\qquad
c=\frac1\hbar\sqrt{\frac{2m_d}{eF}}\int_0^\pi\sqrt x\,d\theta .
$$

Without the image force the inner limit is the interface itself, $x_1=0$. There $\kappa$ does not vanish, but the limit does not move with $W$, so the formula for $c$ still holds. With $x_2=a/(eF)$ one has $x=x_2\sin^2(\theta/2)$. The last integral is then $2\sqrt{x_2}$, and at the Fermi level

$$
c=\frac{2\sqrt{2m_d\phi}}{\hbar eF},\qquad
J(0)=\frac{em_dD_F}{2\pi^2\hbar^3}\,\frac{\hbar^2e^2F^2}{8m_d\phi}
=\frac{e^3F^2}{16\pi^2\hbar\phi}D_F .
$$

This is the Fowler–Nordheim law for the triangular barrier. The dielectric mass has cancelled from the prefactor and survives in $D_F$. Since $c$ is inversely proportional to $F$, the variable $p$ depends on temperature and field through $T/F$.

At low temperature, $u/\sin u=1+u^2/6+7u^4/360+\cdots$ with $u=\pi p$ gives

$$
\Theta\simeq1+\frac{(\pi ck_BT)^2}{6}.
$$

There is no linear term, because the Fermi function removes as many electrons below the Fermi level as it adds above. Near the other end $\sin\pi p\simeq\pi(1-p)$ and $\Theta\simeq1/(1-p)$. Between them, the slope of an Arrhenius plot at fixed barrier and field defines an apparent activation energy,

$$
E_a=-\frac{d\ln J}{d(1/k_BT)}=k_BT\,\frac{d\ln\Theta}{d\ln T}
=k_BT\,(1-\pi p\cot\pi p).
$$

It varies with temperature and is not the barrier height.

The error of the tangent is governed by the next term, $\ln D=\ln D_F+cW-\tfrac12bW^2+\cdots$, where $b=-dc/dW$ at the Fermi level. For the triangular barrier $c\propto\sqrt{\phi-W}$, so $b=c/(2\phi)>0$. Expanding the exponential of the small quadratic term gives

$$
J\simeq J(0)\,\Theta\,(1-\delta),\qquad \delta=\tfrac12b\langle W^2\rangle .
$$

The average is taken with the weight $e^{cW}S(W)$ of the linearized problem. Its normalization is $M(c)=\pi k_BT/[c\sin(\pi ck_BT)]$, and each derivative with respect to $c$ brings down a factor $W$. The first and second derivatives of $\ln M$ are therefore the mean and the variance:

$$
\langle W\rangle=-\frac1c-\pi k_BT\cot\pi p,\qquad
\langle W^2\rangle-\langle W\rangle^2=\frac1{c^2}+\frac{(\pi k_BT)^2}{\sin^2\pi p}.
$$

As $T\to0$ the cotangent term tends to $-1/c$ and the last term to $1/c^2$. Hence $\langle W\rangle=-2/c$, $\langle W^2\rangle=6/c^2$ and $\delta=3b/c^2$. For the triangular barrier this equals $3/(2\phi c)$. As $p\to1$, both the mean and the root of the variance tend to $k_BT/(1-p)$, so that

$$
\delta\simeq b\left(\frac{k_BT}{1-p}\right)^2,\qquad
\text{and accuracy requires}\quad 1-p\gg k_BT\sqrt b .
$$

The tangent thus fails before $p$ reaches one. The divergence of $\Theta$ belongs to the linearization. In the barrier model $D$ never exceeds one, while $S$ decays as $e^{-W/k_BT}$, so the current stays finite at every temperature.

For a numerical case take the round model parameters $\phi=3.0$ eV, $m_d$ equal to half the free-electron mass, $\epsilon_r=2.2$ and $F=0.8$ V/nm, which is 8 MV/cm. Then $\sqrt{2m_d}/\hbar=3.6226\ \mathrm{eV^{-1/2}\,nm^{-1}}$, and the triangular formula gives

$$
c=\frac{2\times3.6226\times\sqrt{3.0}}{0.8}=15.69\ \mathrm{eV^{-1}} .
$$

With the image force the angular integral gives $c=15.92\ \mathrm{eV^{-1}}$, larger by 1.5 per cent. The exponent is affected much more. For the triangular barrier, integrating $c\propto\sqrt{\phi-W}$ from $W=0$ to $\phi$ gives $G=\tfrac23\phi c=31.4$; the rounded barrier has $G=28.63$. Rounding thus raises $D_F$ by a factor of about 16, whereas at 400 K it changes the temperature factor by only about 2 per cent. The factor of 16 belongs to the classical image law, whose inner turning point lies at 0.055 nm, closer to the metal than a continuum description can be trusted. Softening the law within a tenth of a nanometre of the interface more than halves this factor, and the absolute currents below with it, while $c$ hardly changes.

The outer turning point at the Fermi level is at 3.69 nm. The film must be somewhat thicker than this, because electrons with $W<0$, which carry much of the current, emerge farther from the electrode. With $D_F=3.698\times10^{-13}$,

$$
J(0)=\frac{8.092\times10^{9}\times3.698\times10^{-13}}{(15.92)^2}
=1.18\times10^{-5}\ \mathrm{A/cm^2}.
$$

Integrating the unlinearized WKB probability gives $1.147\times10^{-5}\ \mathrm{A/cm^2}$, which is 2.8 per cent below the linearized value. The curvature $b=2.533\ \mathrm{eV^{-2}}$ predicts $3b/c^2=0.030$, in agreement to this order.

The linearized integral converges up to $T=1/(ck_B)=729$ K. At 400 K, $k_BT=0.03447$ eV and

$$
p=15.92\times0.03447=0.549,\qquad
\Theta=\frac{1.724}{\sin1.724}=1.744 .
$$

The full WKB integral gives 1.756. At 300 K the formula and the full integral give 1.345 and 1.353; at 500 K they give 2.583 and 2.564. The relative error of the formula therefore changes sign, from $-0.6$ and $-0.7$ per cent to $+0.8$ per cent. This follows from the curvature correction. Since $\Theta$ is a ratio of currents, its relative error is about $\delta(T)-\delta(0)$. With $\delta(0)=0.030$ and the values $0.0234$, $0.0229$ and $0.0392$ at the three temperatures, this difference is $-0.7$, $-0.7$ and $+0.9$ per cent. The correction first falls because heating moves the mean of $W$ towards zero, and later rises because the distribution broadens. The mean in the full calculation goes from $-0.083$ eV at 300 K to $+0.021$ eV at 500 K.

The apparent activation energy at 400 K is $0.03447\,(1-1.724\cot1.724)=0.044$ eV, far below the barrier of 3 eV. A weak temperature dependence of leakage is thus compatible with a high barrier.

At 60 K the full integral gives $\Theta-1=0.01156$ and the quadratic law $0.01115$, a difference of 3.7 per cent of the latter. Two small terms account for it. The quartic term of the series adds the fraction $7(\pi p)^2/60$. Because $(\pi p)^2=6\times0.01115$, this is 0.8 per cent. For the curvature, use $M\simeq c^{-2}+A$ with $A=(\pi k_BT)^2/6$. Since $A$ does not depend on $c$, $\langle W^2\rangle=M''/M\simeq6/c^2-6A$. Thus $\delta$ falls by $3bA$ and $\Theta$ rises by the same amount, which is a fraction $3b/c^2$, or 3.0 per cent, of $\Theta-1\simeq Ac^2$. The sum is 3.8 per cent.

The counting of states was tested at 400 K by summing directly over $E$ and $\mathbf k$, with $\kappa$ found on a spatial grid for each pair. The sum gives $2.014\times10^{-5}\ \mathrm{A/cm^2}$, equal to the integral over $W$ at this precision. This confirms the change of variables and the constant in front: given conserved $\mathbf k$ and unit WKB prefactor, the mass that appears there is $m_d$. The sum rests on those same assumptions and does not test them.

At $p=0.95$, or 692.5 K, the formula gives $\Theta=19.1$ and the full integral 9.3. The linearized integrand decays above the Fermi level at the rate $1/k_BT-c$. With $1/k_BT=c/0.95$ this is $0.84\ \mathrm{eV^{-1}}$, so the tail extends over more than 1 eV. Over such a range the fall of $c$ cannot be neglected. The first correction is $\delta=3.4$, so the expansion in curvature has failed as well. In the full calculation the mean of $W$ is only 0.33 eV, because the curvature cuts off the long tail.

The field changes the temperature factor through $c$. At 400 K the full calculation gives $\Theta=3.00$, 1.76 and 1.42 for $F=0.6$, 0.8 and 1.0 V/nm, while the formula gives 3.05, 1.74 and 1.41. A lower field makes the barrier thicker, and the advantage of tunnelling at a higher energy is then greater. The relative enhancement grows although the current itself is smaller. For the triangular barrier, $p=1$ is reached at

$$
eF=\frac{2\sqrt{2m_d\phi}}{\hbar}\,k_BT ,
$$

which at 400 K is $2\times3.6226\times\sqrt{3.0}\times0.03447=0.43$ eV/nm. Near and below this field the temperature factor must be replaced by the integral over $W$ with the full transmission. As the field falls further the current moves to higher energies, and at about half this field and below much of it flows close to the barrier top, where the simple WKB exponent is no longer adequate. For a 3 eV barrier at 400 K the model current in this whole range is far too small to measure, so the regime matters in practice only for lower barriers or higher temperatures.

The fields used here, 0.6 to 1.0 V/nm, can be reached only in dielectrics of high breakdown strength; many others break down first. In real films conduction through traps, left out here, can exceed the tunnelling current, and $\Theta$ does not describe its temperature dependence.

All the currents quoted rest on the WKB exponent with unit prefactor. Reflection at the interface, a non-parabolic dielectric band, roughness, trapped charge and a barrier that shifts with temperature would change them. A prefactor that varies slowly with $W$ can be absorbed into $D_F$, $c$ and $b$. The form of $\Theta$ then stands as long as the logarithm of the complete transmission is nearly straight over the energies that carry the current. The numerical output lists the values used here.

## Computed values

```
barrier phi = 3.0 eV, field F = 0.8 V/nm
mass m_d = 0.5 electron masses, image eps_r = 2.2
sqrt(2 m_d)/hbar = 3.6226 eV^-1/2 nm^-1
image constant B = 0.1636 eV nm
turning points at Fermi level = 0.0554, 3.6946 nm
barrier top above Fermi level = 2.276 eV
WKB exponent G = 28.626, D_F = 3.698e-13
slope c = 15.920 eV^-1; by finite difference 15.920 eV^-1
slope c without image force = 15.686 eV^-1
curvature b = 2.533 eV^-2
temperature where p = 1: 728.9 K
prefactor e m_d/(2 pi^2 hbar^3) = 8.0916e+09 A cm^-2 eV^-2
J(0): linearized 1.1804e-05, full WKB 1.1471e-05 A/cm^2
T = 300 K: kB T = 0.02585 eV, p = 0.4116, delta = 0.0234
  Theta: formula 1.3445, full WKB 1.3531
  J: linearized 1.5871e-05, full WKB 1.5521e-05 A/cm^2
  mean W, full WKB = -0.0828 eV
T = 400 K: kB T = 0.03447 eV, p = 0.5488, delta = 0.0229
  Theta: formula 1.7444, full WKB 1.7561
  J: linearized 2.0592e-05, full WKB 2.0144e-05 A/cm^2
  mean W, full WKB = -0.0443 eV
T = 500 K: kB T = 0.04309 eV, p = 0.6859, delta = 0.0392
  Theta: formula 2.5834, full WKB 2.5635
  J: linearized 3.0495e-05, full WKB 2.9405e-05 A/cm^2
  mean W, full WKB = 0.0206 eV
state sum over E and k at 400 K: J = 2.0144e-05 A/cm^2
triangular barrier, T = 0: full/closed form = 0.9701
  first-order prediction = 0.9681
T = 60 K: Theta - 1 full 0.01156, quadratic law 0.01115
p = 0.95 at T = 692.5 K: delta = 3.41
  Theta: formula 19.08, full WKB 9.33
  mean W = 0.329 eV, slope c there = 15.066 eV^-1
field series at 400 K:
  F = 0.6 V/nm: c = 21.164 eV^-1, p = 0.7295
    Theta: formula 3.0513, full WKB 2.9992
  F = 0.8 V/nm: c = 15.920 eV^-1, p = 0.5488
    Theta: formula 1.7444, full WKB 1.7561
  F = 1.0 V/nm: c = 12.771 eV^-1, p = 0.4402
    Theta: formula 1.4077, full WKB 1.4195
```
